# Longitudinal partners of weak infrared modes inside a reststrahlen band

**Q:** I am assigning infrared modes of a polar insulator. One weak mode has its transverse frequency at 635 cm⁻¹, and my fit puts a longitudinal frequency slightly below it. I want to reject the fit. The longitudinal vibration carries a depolarizing field, which adds a restoring force, so a mode's longitudinal partner must lie above its transverse frequency.

**A:** For a crystal with one infrared mode that argument is right. Let us see what it assumes when there are several. Take undamped modes with transverse frequencies $\omega_j$ and strengths $S_j>0$, and all fields along one principal axis. Let $Q_j$ be the mode coordinates, scaled to a common mass, and $z_j$ their coupling to the field:

$$\ddot Q_j=-\omega_j^2Q_j+z_jE,\qquad \frac{D}{\varepsilon_0}=\varepsilon_\infty E+\sum_j z_jQ_j,\qquad z_j^2=S_j\omega_j^2 .$$

Here $\varepsilon_\infty$ is the electronic permittivity. At frequency $\omega$, $\ddot Q_j=-\omega^2Q_j$, so $Q_j=z_jE/(\omega_j^2-\omega^2)$. Inserting this in $D=\varepsilon_0\varepsilon E$ gives

$$\varepsilon(\omega)=\varepsilon_\infty+\sum_j\frac{S_j\omega_j^2}{\omega_j^2-\omega^2}.$$

The poles are the transverse frequencies, for wavevectors well above $\omega/c$ but small on the atomic scale. In a longitudinal wave $E$ and $D$ are parallel to the wavevector $\mathbf k$. Since $\mathbf k\cdot\mathbf D=0$, $D$ vanishes while $E$ does not, so the longitudinal frequencies are the zeros of $\varepsilon$.

**Q:** Then the zeros should support me. The slope is

$$\frac{d\varepsilon}{d\omega}=\sum_j\frac{2\omega S_j\omega_j^2}{(\omega_j^2-\omega^2)^2}>0 ,$$

so between neighbouring poles $\varepsilon$ climbs from $-\infty$ to $+\infty$ and crosses zero once. Above the last pole it climbs from $-\infty$ to $\varepsilon_\infty>0$ and crosses once more. Below the first pole it is positive. The first zero is above the first pole, the second above the second, and so on.

**A:** All of that is correct, and it proves a statement about rank: the $n$th zero lies above the $n$th pole. It does not say that the $n$th zero is the vibration of the $n$th mode. "Partner" needs a definition. One choice is continuity: reduce the strength $S_w$ of the weak mode to zero and ask which zero merges with its pole $\omega_w$. Another is to ask which zero has most of its motion in that mode.

**Q:** Take continuity first. Where is the zero that merges with the pole?

**A:** Call the permittivity without the weak mode $\varepsilon_b$, and the zero $\Omega$. Then

$$\varepsilon_b(\Omega)+\frac{S_w\omega_w^2}{\omega_w^2-\Omega^2}=0
\quad\Longrightarrow\quad
\Omega^2-\omega_w^2=\frac{S_w\omega_w^2}{\varepsilon_b(\Omega)}.$$

For small $S_w$ the zero is close to the pole, and to leading order $\varepsilon_b(\Omega)$ may be replaced by $\varepsilon_b(\omega_w)$, provided this is finite and not zero. The sign of the shift is the sign of the background. With $\varepsilon_b>0$ your rule holds. If $\omega_w$ lies inside the reststrahlen band of a strong mode, where $\varepsilon_b<0$, the zero is below the pole.

**Q:** So I assumed a positive background without saying so. Can you show me numbers?

**A:** Use two modes with $\varepsilon_\infty=3.1$: a strong one at $\omega_s=570$ cm⁻¹ with $S_s=3.0$, and your weak one at 635 cm⁻¹ with $S_w=0.3$. These are rough typical values for sapphire, crystalline alumina, with the field perpendicular to its optic axis. Define

$$a^2=\frac{S_s\omega_s^2}{\varepsilon_\infty},\qquad b^2=\frac{S_w\omega_w^2}{\varepsilon_\infty},\qquad \omega_L^2=\omega_s^2+a^2 .$$

Putting the strong-mode permittivity over a common denominator gives

$$\varepsilon_b(\omega)=\varepsilon_\infty\,\frac{\omega_s^2+a^2-\omega^2}{\omega_s^2-\omega^2}
=\varepsilon_\infty\,\frac{\omega_L^2-\omega^2}{\omega_s^2-\omega^2},$$

which is negative between $\omega_s$ and $\omega_L$. With $a^2=314419$ cm⁻², $\omega_L=799.6$ cm⁻¹, so 635 cm⁻¹ is inside the band, and $\varepsilon_b(\omega_w)=-9.34$. The leading-order shift of the square is $0.3\times635^2/(-9.34)\approx-12950$ cm⁻², which puts the zero at 624.7 cm⁻¹. Solving $\varepsilon=0$ numerically without that approximation gives 626.5 cm⁻¹ (77.7 meV), 8.5 cm⁻¹ below the pole at 635 cm⁻¹ (78.7 meV). The other zero is at 830.1 cm⁻¹ (102.9 meV).

A weaker probe, $S=0.03$, shows the sign rule when it is moved with the strong mode held fixed:

- At 500 cm⁻¹, below the band, $\varepsilon_b=16.1$ and the nearest zero is 0.46 cm⁻¹ above the probe's pole.
- At 635 cm⁻¹, inside the band, $\varepsilon_b=-9.34$ and it is 1.00 cm⁻¹ below.
- At 900 cm⁻¹, above the band, $\varepsilon_b=1.09$ and it is 11.4 cm⁻¹ above. The shift is large because the background is small there.

**Q:** I accept the algebra, but what happened to the restoring force? The depolarizing field cannot have stopped acting.

**A:** It still acts, but the weak mode's own polarization is not its only source. Setting $D=0$ gives $E=-\sum_k z_kQ_k/\varepsilon_\infty$. Inserted in the equation of motion, this becomes

$$-\ddot Q_j=\omega_j^2Q_j+\frac{z_j}{\varepsilon_\infty}\sum_k z_kQ_k .$$

Since $z_s^2/\varepsilon_\infty=a^2$ and $z_w^2/\varepsilon_\infty=b^2$, the squared longitudinal frequencies $x=\Omega^2$ are the eigenvalues of

$$\begin{pmatrix}\omega_L^2&ab\\ ab&\omega_w^2+b^2\end{pmatrix},
\qquad(\omega_L^2-x)(\omega_w^2+b^2-x)=a^2b^2 .$$

The term $b^2$ on the diagonal is your restoring force. Alone, it would raise the weak mode to 665.0 cm⁻¹. The off-diagonal term couples it to the strong longitudinal mode, which lies higher and pushes it down. Solve the second factor for $x$ and set $x\approx\omega_w^2$ in the small correction:

$$x-\omega_w^2\approx b^2-\frac{a^2b^2}{\omega_L^2-\omega_w^2}
=b^2\,\frac{\omega_L^2-a^2-\omega_w^2}{\omega_L^2-\omega_w^2}
=-b^2\,\frac{\omega_w^2-\omega_s^2}{\omega_L^2-\omega_w^2}.$$

The last step uses $\omega_L^2-a^2=\omega_s^2$. Inside the band both differences are positive, so repulsion wins. In the example, the own field contributes $+39022$ cm⁻² and the repulsion $-51967$ cm⁻². Their sum is the shift of about $-12950$ cm⁻² found before.

The polarizations show the same thing. At 626.5 cm⁻¹ the weak mode is driven below its resonance, so its polarization points along $E$, with $P/(\varepsilon_0E)=+11.31$. The strong mode is driven above its resonance and contributes $-14.41$. With $\varepsilon_\infty=3.1$ the sum is zero, as $D=0$ requires. The field that the weak mode feels has been reversed by the strong mode's response, and it softens the vibration.

**Q:** That vibration then contains a good deal of the strong mode. Is it still fair to call it the weak mode's partner?

**A:** That is the second definition. Let $(u_s,u_w)$ be the eigenvector for the lower eigenvalue $x$. Multiply the first row of the eigenvalue equation by $u_s$ and the second by $u_w$. Both products contain the same cross term:

$$(\omega_L^2-x)u_s^2=-ab\,u_su_w=(\omega_w^2+b^2-x)u_w^2
\;\Longrightarrow\;
\frac{u_w^2}{u_s^2}=\frac{\omega_L^2-x}{\omega_w^2+b^2-x}.$$

The lower eigenvalue is below both diagonal elements, so both factors are positive. The weak mode has the larger share when $\omega_w^2+b^2<\omega_L^2$. Here its share $u_w^2/(u_s^2+u_w^2)$, which is its part of the kinetic energy, is 0.83.

For two undamped modes with $\omega_w>\omega_s$, this inequality is the exact condition for an inverted majority partner. If it holds, that partner is the lower zero, which lies between the two poles. If the inequality is reversed, it is the upper zero, which lies above both. If instead $\omega_w<\omega_s$, both zeros lie above $\omega_w$ and no inversion of this mode is possible.

**Q:** What if the mode in the band is not weak?

**A:** Keep the strong mode and $\omega_w$ fixed and raise $S_w$. The shares become equal when $\omega_w^2(1+S_w/\varepsilon_\infty)=\omega_L^2$, that is at

$$S_w=\varepsilon_\infty\frac{\omega_L^2-\omega_w^2}{\omega_w^2}=1.815 .$$

Beyond that value the majority label passes to the upper zero. The branch that started at $\omega_w$ stays below it, because your own rank argument confines it between 570 and 635 cm⁻¹. The two definitions then disagree, and one should speak of mixed modes.

**Q:** Why not avoid the trouble and pair by rank?

**A:** You may, as a way of numbering. It misleads if you read strengths from the splittings. Rank pairs 570 with 626.5 and 635 with 830.1 cm⁻¹, so the weak mode appears to be split by 195 cm⁻¹ and the strong one by 57 cm⁻¹. A rule that needs no pairing is safer. Written through its zeros and poles,

$$\varepsilon(\omega)=\varepsilon_\infty\prod_n\frac{\Omega_n^2-\omega^2}{\omega_n^2-\omega^2}
\quad\Longrightarrow\quad
\prod_n\frac{\Omega_n^2}{\omega_n^2}=\frac{\varepsilon(0)}{\varepsilon_\infty}.$$

In the example both sides are 2.06, the right side being $(3.1+3.0+0.3)/3.1$.

**Q:** Would the inversion be visible in a reflection spectrum?

**A:** Without damping, yes. Inside the band $\varepsilon<0$, the refractive index $\sqrt\varepsilon$ is imaginary, and a thick crystal reflects everything. Between the inverted zero and the weak pole, $\varepsilon$ rises from 0 to $+\infty$, so light can enter. At normal incidence the reflectivity is $|(\sqrt\varepsilon-1)/(\sqrt\varepsilon+1)|^2$, which vanishes at $\varepsilon=1$. This happens at 627.1 cm⁻¹.

**Q:** My measured $\operatorname{Re}\varepsilon$ has no zero near 627 cm⁻¹. It stays negative through the whole region.

**A:** Damping can do that. With time factor $e^{-i\omega t}$, each denominator becomes $\omega_j^2-\omega^2-i\gamma_j\omega$. Near a narrow weak mode, $\omega_w^2-\omega^2\approx2\omega_w\delta$ with $\delta=\omega_w-\omega$. Treat $\varepsilon_b=-|\varepsilon_b|$ as real and constant over the linewidth:

$$\varepsilon\approx-|\varepsilon_b|+\frac{S_w\omega_w/2}{\delta-i\gamma_w/2}
=-|\varepsilon_b|\left(1-\frac{\Delta}{\delta-i\gamma_w/2}\right),\qquad
\Delta=\frac{S_w\omega_w}{2|\varepsilon_b|}.$$

$\Delta$ is the undamped splitting, since without damping the bracket vanishes at $\delta=\Delta$. The real part of $\Delta/(\delta-i\gamma_w/2)$ is $\Delta\,\delta/(\delta^2+\gamma_w^2/4)$, which is largest at $\delta=\gamma_w/2$, where it equals $\Delta/\gamma_w$. $\operatorname{Re}\varepsilon$ therefore crosses zero only if $\Delta>\gamma_w$, within this approximation.

The longitudinal response survives without a crossing, as long as the background stays nearly real and constant over the linewidth; much broader lines shift the peak and finally wash it out. Inverting the expression gives

$$-\frac1\varepsilon=\frac1{|\varepsilon_b|}\left(1+\frac{\Delta}{\delta-\Delta-i\gamma_w/2}\right),\qquad
\operatorname{Im}\left(-\frac1\varepsilon\right)=\frac{1}{|\varepsilon_b|}\,\frac{\Delta\,\gamma_w/2}{(\delta-\Delta)^2+\gamma_w^2/4}.$$

This loss function peaks at $\delta=\Delta$, still below the transverse frequency. The zero of $\varepsilon$ has moved to the complex frequency $\omega_w-\Delta-i\gamma_w/2$.

**Q:** How does this compare with real sapphire, which has more than two modes?

**A:** Add two lower modes, again with rough values: 385 cm⁻¹ with $S=0.3$ and 440 cm⁻¹ with $S=2.7$. The inverted zero moves from 626.5 to 628.0 cm⁻¹. The upper one moves from 830 to 911 cm⁻¹, so the two-mode model should not be used for it. Now take linewidths of 6, 4.5, 11 and 13 cm⁻¹ in order of frequency. The undamped splitting, 7.0 cm⁻¹, is smaller than the weak mode's 13 cm⁻¹, and $\operatorname{Re}\varepsilon$ indeed stays below $-5.8$ from 605 to 650 cm⁻¹. This depends on the assumed linewidth: in this model the crossing returns once the weak mode's linewidth falls below about 7.5 cm⁻¹. The strength and width of the weak mode are rough values, so the splitting, peak height and dip depth given here illustrate the effect and are not predictions for a given sample. The complex zero is at $628.0-6.4i$ cm⁻¹. The calculated loss function has a small local peak at 628 cm⁻¹ with height 0.078, against 0.008 there if the weak mode is removed. The reflectivity dips to 0.58 near 630 cm⁻¹, where it would otherwise be 0.95.

Sapphire is also anisotropic. For a wavevector tilted by $\theta$ out of the plane perpendicular to the optic axis, $\mathbf k\cdot\mathbf D=0$ with $\mathbf E\parallel\mathbf k$ gives $\varepsilon_o\cos^2\theta+\varepsilon_e\sin^2\theta=0$, where $\varepsilon_o$ and $\varepsilon_e$ apply across and along that axis. For $\varepsilon_e$ I take rough modes at 400 cm⁻¹ ($S=6.8$) and 583 cm⁻¹ ($S=1.7$), with the same $\varepsilon_\infty$. The undamped zero is then at 628.2, 629.5 and 632.9 cm⁻¹ for tilts of 10°, 30° and 60°. As a stand-in for heating, softening the strong mode by an assumed 1% at fixed $S_s$ gives 627.3 cm⁻¹, and doubling all linewidths instead gives $627.9-12.7i$ cm⁻¹. The inversion survives each change. I have left out coupling between modes through damping and any frequency dependence of the linewidths.

These numbers belong to this model of sapphire. What carries over to another crystal is the procedure: find the sign of the background at the weak pole, make sure that its imaginary part is small compared with its real part and that it changes little over the splitting, then compare the splitting with the linewidth. The condition on the splitting fails near the upper edge of the band. In the two-mode model, moving the weak mode to 780 cm⁻¹ leaves $\varepsilon_b=-0.34$ negative, but $\Delta$ is then 346 cm⁻¹ against a true splitting of 61 cm⁻¹, and the lower zero holds only 0.45 of the weak mode.

**Q:** So my fit may stand. The background at 635 cm⁻¹ is negative, and a longitudinal frequency just below the weak mode is what I should expect there.
